\section*{Finite-size correction for charged slabs: periodic Poisson matrix and scaled cells, part 2}

The isolated energy $E_{\rm iso}$ of a Gaussian charge $q$ (width $\sigma$, height $z_0$) in a dielectric slab is sought from periodic energies $E_{\rm per}$ of $L\times L\times L_z$ cells, $A=L^2$, $\Omega=AL_z$. Units are Hartree atomic, with Gaussian electrostatics. The slab (thickness $t$, edge width $w$, centred at $z=0$) has in-plane and normal constants $\varepsilon_\parallel,\varepsilon_\perp$, or $\varepsilon$ if isotropic. A uniform background neutralises the cell; the cell average $\langle V\rangle$ is zero. Scaling $L=\alpha L_0$ at fixed $L_z/L$ keeps $\sigma,w$ fixed. In mode A $t$ grows with $\alpha$ at fixed depth $d$ of the charge below the face; in mode B $t$ is fixed. The correction is
\begin{equation}
E_{\rm corr}=E_{\rm iso}-E_{\rm per}-q\,\Delta V,
\label{corr}
\end{equation}
with $\Delta V$ the target potential minus the model's, far from the charge.

With $\mathbf k=2\pi\mathbf n/L$ in the plane and $G$ along $z$,
\begin{equation}
E_{\rm per}=\frac{2\pi q^2}{\Omega}\sum_{\mathbf k}e^{-k^2\sigma^2}\,b^\dagger\mathsf A(k)^{-1}b .
\label{eper}
\end{equation}
Here $b_G=e^{-G^2\sigma^2/2-iGz_0}$, and $\mathsf A=\mathsf B+k^2\mathsf C$ has elements $G\,\varepsilon_\perp(G-G')\,G'+k^2\varepsilon_\parallel(G-G')$ and quadratic form $V^\dagger\mathsf AV=L_z^{-1}\int(\varepsilon_\perp|V'|^2+k^2\varepsilon_\parallel|V|^2)\,dz$. The pencil $\mathsf Bv=\lambda\mathsf Cv$ serves all $k\ne0$. At $k=0$ the $G=0$ row and column are removed, and the term is
\begin{equation}
T_0=\frac{A}{8\pi}\int\frac{\mathcal D^2}{\varepsilon_\perp}dz=\frac{2\pi q^2}{A}\int\frac{u^2}{\varepsilon_\perp}\,dz .
\label{t0}
\end{equation}
Here $\mathcal D=4\pi qu/A$, $u=F-z/L_z+c$, $F$ is the cumulative fraction of the normalised charge profile $\rho_z$, and $\int u/\varepsilon_\perp\,dz=0$ fixes $c$.

For the isolated charge, $-(\varepsilon_\perp V')'+k^2\varepsilon_\parallel V=4\pi\rho_z$ is solved by finite differences (FD) on $[-R,R]$ with outflow $\varepsilon_\perp V'=\mp k\sqrt{\varepsilon_\parallel\varepsilon_\perp}\,V$ at $\pm R$. Then $g=\int\rho_zV\,dz$, $h=e^{-k^2\sigma^2}g$ and $E_{\rm iso}=\frac{q^2}{4\pi}\int_0^\infty k\,h\,dk$; the periodic counterpart of $g$ is $g_L=(4\pi/L_z)b^\dagger\mathsf A^{-1}b$. For a symmetric slab in vacuum with a centred charge, the flux balance $2kV(R)+k^2\int\varepsilon_\parallel V=4\pi$ leads to
\begin{equation}
g=\frac{2\pi}k(1-r_{\rm eff}k+\dots),\qquad
r_{\rm eff}=\frac12\int\Big(\varepsilon_\parallel-\frac1{\varepsilon_\perp}\Big)dz+2\int\frac{F(1-F)}{\varepsilon_\perp}dz .
\label{reff}
\end{equation}

\section{Scaling with cell size}

Split $E_{\rm per}-E_{\rm iso}=T_0+T_1+T_2$, with
\begin{equation}
T_1=\frac{q^2}{2A}{\sum_{\mathbf k}}'e^{-k^2\sigma^2}(g_L-g),\qquad T_2=\frac{q^2}{2A}{\sum_{\mathbf k}}'h(k)-E_{\rm iso},
\end{equation}
the prime omitting $\mathbf k=0$.

For $T_2$: solutions of the equation on $[-R,R]$ are entire in $k$, and the determinant of the homogeneous problem has a simple zero at $k=0$, because the outflow term is linear in $k$. So $h=\sum_{n\ge0}h_nk^{n-1}$ near zero, with $h_0=4\pi/(\varepsilon+1)$ in mode A and $2\pi$ in mode B, by the flux balance used for \eqref{reff}. The Mellin transform $H(p)=\int_0^\infty h\,k^{p-1}dk$ then has simple poles at $p=1-n$ with residues $h_n$. Inverting it at each $k=2\pi|\mathbf n|/L$,
\begin{equation}
{\sum_{\mathbf k}}'h=\frac1{2\pi i}\int H(p)\Big(\frac L{2\pi}\Big)^p\zeta_2(p)\,dp,\qquad \mathrm{Re}\,p>2,
\end{equation}
where $\zeta_2(p)=\sum'|\mathbf n|^{-p}=4\zeta(p/2)\beta_{\rm D}(p/2)$ by Jacobi's two-square theorem, $\beta_{\rm D}$ being the Dirichlet beta function. Its one pole is at $p=2$, with residue $4\cdot2\cdot\pi/4=2\pi$. The contour can be moved left: for $|\arg k|<\pi/4$ the quadratic form keeps a positive real part and the Gaussian still decays, so $H$ falls exponentially along vertical lines, while $\zeta_2$ grows as a power. The pole at $p=2$ gives $(q^2/2A)H(2)L^2/2\pi=E_{\rm iso}$, which cancels. The others give
\begin{equation}
T_2\sim\frac{q^2}{2L^2}\sum_{n\ge0}h_n\Big(\frac{2\pi}L\Big)^{n-1}\zeta_2(1-n).
\label{t2}
\end{equation}
A logarithm of $L$ needs a double pole of the integrand. It could come from a $k^{-2}$ term in $h$, whose pole would meet that of $\zeta_2$ at $p=2$, or from a term with $\ln k$, which gives $H$ itself a double pole. The expansion of $h$ contains neither.

In $T_1$ put $k=\kappa/L$ with $\kappa=2\pi|\mathbf n|$ fixed. The difference $g_L-g$ comes from waves that cross a thickness proportional to $L$, so it decays exponentially in $\kappa$. The fixed lengths enter through functions analytic in $k$, and each term expands in $1/L$. In $T_0$, $u$ is linear and $\varepsilon_\perp$ constant away from the charge and the edges, so \eqref{t0} is a rational function of $L$ up to Gaussian tails. In this model, then,
\begin{equation}
E_{\rm per}\sim E_{\rm iso}+c_1/L+c_2/L^2+\dots
\label{series}
\end{equation}
as an asymptotic series, useful when $L$ is much larger than every fixed length, including the screening length $r_{\rm eff}$ in mode B.

\subsection{The leading coefficient}

At order $1/L$ the fixed lengths drop out. Mode A becomes a point charge on a sharp interface between a layer $aL$ of constant $\varepsilon$ and vacuum $bL$. In a layer of thickness $\ell$ with end values $V_0,V_1$, $V=[V_0\sinh k(\ell-z)+V_1\sinh kz]/\sinh k\ell$, and the flux leaving the first end is $\varepsilon k[V_0\coth k\ell-V_1\,\mathrm{csch}\,k\ell]$. The fluxes into both layers add to $4\pi$ at the charged interface and to zero at the other. In units of $L$,
\begin{align}
Y_{11}V_0+Y_{12}V_1&=4\pi,& Y_{11}&=\kappa(\varepsilon\coth\kappa a+\coth\kappa b),\nonumber\\
Y_{12}V_0+Y_{11}V_1&=0,& Y_{12}&=-\kappa(\varepsilon\,\mathrm{csch}\,\kappa a+\mathrm{csch}\,\kappa b),
\end{align}
so $g_L=LV_0=4\pi LY_{11}/(Y_{11}^2-Y_{12}^2)$. The $n=0$ term of \eqref{t2} is $q^2h_0Z/4\pi L$ with $Z=\zeta_2(1)=-3.900265$. Together,
\begin{equation}
\frac{c_1}{q^2}=\frac Z{\varepsilon+1}+\frac12{\sum_{\mathbf n}}'\Big[\frac{4\pi Y_{11}}{Y_{11}^2-Y_{12}^2}-\frac{4\pi}{(\varepsilon+1)\kappa}\Big]+2\pi\int_0^{a+b}\frac{u^2}\varepsilon dz .
\label{c1}
\end{equation}
For $a=b$, $\coth^2-\mathrm{csch}^2=1$ turns the bracket into $4\pi(\coth\kappa a-1)/[(\varepsilon+1)\kappa]$.

For mode A take $\varepsilon=5$, $a=b=1$, vacuum on $(0,1)$, and $u=c-z/2$. The condition $(c-\frac14)+\frac15(c-\frac34)=0$ gives $c=\frac13$. Then $\int_0^1u^2=\frac23(\frac1{27}+\frac1{216})=\frac1{36}$ and $\frac15\int_1^2u^2=\frac15\cdot\frac23(\frac8{27}-\frac1{216})=\frac7{180}$, in sum $\frac1{15}$. So $Z/6+2\pi/15=-0.650044+0.418879=-0.231165$; the sum over the bracket, of order $e^{-4\pi}$, adds $0.000005$, and $c_1=-0.23116$ Ha bohr.

In mode B the slab enters through $r_{\rm eff}k\to0$, so $c_1$ is \eqref{c1} at $\varepsilon=1$, independent of the material. For a cube, $a=b=\frac12$, $c=\frac12$ and $\int_0^1(\frac12-z)^2=\frac1{12}$, so $Z/2+\pi/6=-1.95013+0.52360=-1.42653$, and the sum over $\mathbf n$ raises this to $c_1=-1.41865$ Ha bohr. In vacuum \eqref{eper} is the reciprocal part of an Ewald sum, whose self and background terms give $E_{\rm per}=q^2/(2\sqrt\pi\sigma)+c_1/L+2\pi q^2\sigma^2/\Omega$ when the Gaussians do not overlap; both sides are 0.07325655 Ha for $L=20$, $\sigma=2$ bohr.

\subsection{The second coefficient in mode B}

With $h_1=-2\pi r_{\rm eff}$ and $\zeta_2(0)=4(-\frac12)(\frac12)=-1$, $T_2$ contributes $+\pi r_{\rm eff}q^2/L^2$. In $T_0$, $u=F-\frac12-z/L$; its difference from the vacuum point charge is $(2\pi q^2/L^2)\int[(F-\frac12)^2/\varepsilon_\perp-\frac14]\,dz$ at this order, which equals $-(\pi q^2/L^2)[\frac12\int(1-1/\varepsilon_\perp)+2\int F(1-F)/\varepsilon_\perp]$. Adding this to the $T_2$ term $\pi r_{\rm eff}q^2/L^2$, with $r_{\rm eff}$ from \eqref{reff}, leaves
\begin{equation}
c_2=\pi r_0q^2+(\text{part from }T_1),\qquad r_0=\tfrac12\int(\varepsilon_\parallel-1)\,dz=\tfrac12(\varepsilon_\parallel-1)t,
\end{equation}
For a cube, repeating the flux balance behind \eqref{reff} with the periodic outflow $k\tanh[k(L/2-R)]$ in place of $k$ gives $g_L-g=(2\pi/k)[\coth(\kappa/2)-1]-2\pi r_0\,\mathrm{csch}^2(\kappa/2)+O(k)$, so the $T_1$ part is $-\pi r_0q^2\sum'\mathrm{csch}^2(\pi|\mathbf n|)=-0.0323\,\pi r_0q^2$, about $16e^{-2\pi}$ in relative size. The linear law needs $L\gg\pi r_0q^2/|c_1|$.

\section{Alignment}

Let the target charge be $\rho_m+\delta\rho$ with $\int\delta\rho=0$, and assume that the isolated potential $\delta\phi$ of $\delta\rho$ vanishes outside a region inside the cell that also holds $\rho_m$. The periodic, zero-mean response is then $\delta V=\delta\phi-\langle\delta\phi\rangle$, and far away $\Delta V=-\langle\delta\phi\rangle$. The energy is quadratic and $\mathsf A^{-1}$ is symmetric, so
\begin{equation}
E_{\rm per}^{t}-E_{\rm per}^{m}=\int\rho_m\delta V+\tfrac12\int\delta\rho\,\delta V=\int\rho_m\delta\phi+\tfrac12\int\delta\rho\,\delta\phi-q\langle\delta\phi\rangle ,
\end{equation}
neutrality removing the constant from the second integral. The first two terms are $E^t_{\rm iso}-E^m_{\rm iso}$. Hence $E_{\rm iso}^t=E_{\rm per}^t+E_{\rm iso}^m-E_{\rm per}^m-q\Delta V$, which is \eqref{corr}. For spherical $\delta\rho$ in an isotropic uniform region Gauss's law makes $\delta\phi$ local, and $\nabla^2(r^2/6)=1$ gives $\int\delta\phi=-(4\pi/6\varepsilon)\int r^2\delta\rho$. With $\int r^2\rho=3q\sigma^2$, $\Delta V=2\pi q(\sigma_t^2-\sigma_m^2)/\varepsilon\Omega$. Where $\delta\phi$ has a long tail the assumption fails and \eqref{corr} is approximate.

The test uses a $20\times20\times40$ cell, $\varepsilon=5$, $t=28$, $z_0=1$ and widths 1.4 against 1.0 bohr. The potential at mid-vacuum gives $q\Delta V=7.5398\times10^{-5}$ Ha, equal to $2\pi(1.4^2-1.0^2)/(5\cdot20\cdot20\cdot40)$, and $-0.01604430-0.00007540=-0.01611970$ Ha is the difference of self-energies.

\section{Procedure and worked example}

For each $\alpha$: build $\mathsf B$, $\mathsf C$ and $b$; solve the reduced $k=0$ system; diagonalise the pencil; sum \eqref{eper} over shells. Pass a cubic in $x=1/L$ through the four largest cells and read its value at $x=0$; by the interpolation remainder, a term $c_4x^4$ leaves the error $-c_4x_1x_2x_3x_4$. Alternatively subtract $c_1x$ from \eqref{c1} and interpolate with $1,x^2,x^3,x^4$.

The parameters are round model values: $q=1$, $\sigma=2$, $w=1.5$ bohr, cutoff 5 bohr$^{-1}$. Mode A has $\varepsilon=5$, base cell $20\times20\times40$, $t=20$, $d=3$ bohr. Mode B has $\varepsilon_\parallel=8$, $\varepsilon_\perp=3$, $t=10$, a cube of 20 bohr and a centred charge. All energies are in the numerical output below; errors are relative to the open-boundary $E_{\rm iso}$, a reference within this continuum model with no electronic structure in it.

In mode A, $E_{\rm iso}=0.0384956$ Ha $=1.0475$ eV, and both extrapolations over $\alpha=4,6,8,12$ reproduce these digits. The scaled difference $L(E_{\rm per}-E_{\rm iso})$ is $20(0.0282713-0.0384956)=-0.2045$ at $\alpha=1$ and $240(0.0375438-0.0384956)=-0.2284$ at $\alpha=12$, and it extrapolates to $-0.23116$ Ha bohr, the value of \eqref{c1}. The correction before alignment is $0.0384956-0.0282713=0.010224$ Ha $=0.2782$ eV. A straight line fitted to $\alpha=2,3,4$ is off by $-5.0$ meV. The sign follows from \eqref{series}: a line through two points of $c_1x+c_2x^2$ has slope $c_1+c_2(x_1+x_2)$ and intercept $-c_2x_1x_2$, and the rise of $L(E_{\rm per}-E_{\rm iso})$ with $x$ shows $c_2>0$.

In mode B, $E_{\rm iso}=0.0380818$ Ha $=1.0363$ eV. The cubic over $\alpha=12,16,24,32$ gives 0.0380715 Ha (error $-0.281$ meV), and fixing $c_1$ gives 0.0380814 Ha ($-0.013$ meV); both are tested to $10^{-4}$ Ha. The cubic extrapolation of $L(E_{\rm per}-E_{\rm iso})$ over the same cells, with the open-boundary $E_{\rm iso}$, gives $-1.41943$ Ha bohr, which differs from the unscreened $-1.41865$ by less than a part in a thousand. The approach is slow: the scaled difference is $20(0.0151612-0.0380818)=-0.458$ at $\alpha=1$, $80(0.0286425-0.0380818)=-0.755$ at $\alpha=4$, and $640(0.0361021-0.0380818)=-1.267$ at $\alpha=32$. With $r_0=7\cdot10/2=35$ bohr, $c_1+\pi r_0/L=-1.419+0.172=-1.247$ at $L=640$ bohr, so this term overshoots the gap of $0.152$ left there by $0.020$, of which $0.0323\cdot0.172=0.0055$ is the $T_1$ part of $c_2$ and the rest comes from higher orders. The crossover length is $\pi\cdot35/1.41865\approx78$ bohr, so cells of 40 to 80 bohr lie outside the range of the series. The straight line through them gives 0.0335571 Ha, off by $-123.1$ meV, a fifth of the correction before alignment, $0.0380818-0.0151612=0.022921$ Ha $=0.6237$ eV (0.6234 eV if the cubic extrapolation replaces $E_{\rm iso}$); that this error exceeds $2\times10^{-3}$ Ha is tested. A local slope far from $c_1$ warns that the cells are still too small for a straight-line extrapolation.

\section*{Table of computed values}
\begin{verbatim}
q = 1 e, sigma = 2.0 bohr, w = 1.5 bohr, Gcut = 5.0 1/bohr
A: eps = 5.0, cell 20.0 x 20.0 x 40.0 bohr, t = 20.0 bohr, d = 3.0 bohr
B: eps_par = 8.0, eps_perp = 3.0, t = 10.0 bohr, cubic 20.0 bohr
square-lattice zeta Z = -3.900265
vacuum cell: matrix 0.07325655 Ha, formula 0.07325655 Ha
A base E_per, Gcut 1,2,3,5,7 (Ha): 0.0281705 0.0282695 0.0282713 0.0282713 0.0282713
A base k=0 term: matrix 0.01350604 Ha, quadrature 0.01350604 Ha
g(k=0.5/bohr, z0=2, Lz=60): matrix 0.8636436, FD 0.8636436 bohr
sharp surface, d = 12.0 bohr: FD 0.03098726 Ha, image 0.03098726 Ha
B r_eff: formula 39.532 bohr, FD at k=1e-4 39.530 bohr
alignment: cell 20x20x40, t = 28, z0 = 1, sigma 1.4 vs 1.0 bohr
dE_per = -0.01604430 Ha, dE_iso = -0.01611970 Ha
q dV = 7.5398e-05 Ha, formula 7.5398e-05 Ha
A alpha =  1, L =    20 bohr: E_per = 0.0282713 Ha
A alpha =  2, L =    40 bohr: E_per = 0.0330870 Ha
A alpha =  3, L =    60 bohr: E_per = 0.0348143 Ha
A alpha =  4, L =    80 bohr: E_per = 0.0357044 Ha
A alpha =  6, L =   120 bohr: E_per = 0.0366138 Ha
A alpha =  8, L =   160 bohr: E_per = 0.0370762 Ha
A alpha = 12, L =   240 bohr: E_per = 0.0375438 Ha
A E_iso open boundary = 0.0384956 Ha = 1.0475 eV
A E_iso cubic, 4 largest = 0.0384956 Ha, error -0.000 meV
A E_iso with c1 fixed = 0.0384956 Ha, error -0.000 meV
A E_iso linear, alpha 2,3,4 = 0.0383104 Ha, error -5.0 meV
A c1: formula -0.23116, from cells -0.23116 Ha bohr
A E_iso - E_per(alpha=1) = 0.010224 Ha = 0.2782 eV
B alpha =  1, L =    20 bohr: E_per = 0.0151612 Ha
B alpha =  2, L =    40 bohr: E_per = 0.0236416 Ha
B alpha =  3, L =    60 bohr: E_per = 0.0268414 Ha
B alpha =  4, L =    80 bohr: E_per = 0.0286425 Ha
B alpha =  6, L =   120 bohr: E_per = 0.0307700 Ha
B alpha =  8, L =   160 bohr: E_per = 0.0320590 Ha
B alpha = 12, L =   240 bohr: E_per = 0.0336010 Ha
B alpha = 16, L =   320 bohr: E_per = 0.0345069 Ha
B alpha = 24, L =   480 bohr: E_per = 0.0355338 Ha
B alpha = 32, L =   640 bohr: E_per = 0.0361021 Ha
B E_iso open boundary = 0.0380818 Ha = 1.0363 eV
B E_iso cubic, 4 largest = 0.0380715 Ha, error -0.281 meV
B E_iso with c1 fixed = 0.0380814 Ha, error -0.013 meV
B E_iso linear, alpha 2,3,4 = 0.0335571 Ha, error -123.1 meV
B c1: formula -1.41865, from cells -1.41943 Ha bohr
B E_iso - E_per(alpha=1) = 0.022910 Ha = 0.6234 eV
\end{verbatim}
